# Loss-limited resolution of a near-field silver superlens, and where it saturates

In the quasi-static limit, a lossless film whose permittivity is the negative of its surroundings would restore every evanescent component of a near field. Absorption limits the finest lines that a real silver film can print from a mask into resist, and the question is how much a reduction of it would gain. For a 30 nm film that prints a period of 68 nm in the simplest model, a tenfold cut in absorption gives 37 nm in the same model, and 41 nm with retardation included if the film stays exactly matched. The law behind these numbers shows when lower absorption helps and when thickness, matching of the permittivity or wavelength sets the limit. In real silver of this thickness at room temperature, the intrinsic electron scattering of the bulk, together with collisions at the film faces, is likely to keep the full tenfold cut out of reach.

## The quantity to be found

A film of thickness \(d\) fills \(0<z<d\). Its permittivity is \(\varepsilon'+i\varepsilon''\), and the host on both sides has real permittivity \(\varepsilon_h\). Fields vary as \(e^{ikx-i\omega t}\), so absorption means \(\varepsilon''>0\). Define

\[
\varepsilon=\frac{\varepsilon'+i\varepsilon''}{\varepsilon_h},\qquad
\delta=\frac{\varepsilon''}{\varepsilon_h},\qquad
K=\sqrt{\varepsilon_h}\,\frac{\omega}{c}.
\]

The source plane lies a distance \(a\) before the film and the image plane a distance \(b\) behind it, with \(a+b=d\). The transfer \(T(k)\) is the amplitude at the image plane divided by the incident amplitude at the source plane. The cutoff \(k_c\) is the largest \(k\) at which \(|T|=1/2\). For a matched film, \(\varepsilon'=-\varepsilon_h\), the result is

\[
k_c\simeq\frac1d\ln\frac{2\varepsilon_h}{\varepsilon''}
\qquad(\delta\ll1,\ \text{quasi-static}).
\]

Both materials are taken as local and isotropic, the faces as flat, and the incident spectrum as given.

## First derivation: matching fields at the faces

For p polarization the magnetic field \(H\) points along \(y\). Continuity of tangential \(\mathbf H\) and \(\mathbf E\) requires \(H\) and \((1/\varepsilon)\,\partial H/\partial z\) to be continuous, with \(\varepsilon\) replaced by 1 in the host. For \(k>K\) the decay constants are

\[
\kappa_1=\sqrt{k^2-K^2},\qquad \kappa_2=\sqrt{k^2-\varepsilon K^2},
\]

with positive real parts. The field is \(e^{-\kappa_1z}+re^{\kappa_1z}\) before the film, \(Ae^{-\kappa_2z}+Be^{\kappa_2z}\) inside, and \(te^{-\kappa_1(z-d)}\) behind. Put \(q=\kappa_1\), \(p=\kappa_2/\varepsilon\) and \(E=e^{-\kappa_2d}\). At the back face,

\[
AE+\frac BE=t,\qquad p\left(AE-\frac BE\right)=qt .
\]

Adding and subtracting these, after dividing the second by \(p\), gives

\[
A=\frac{t(p+q)}{2pE},\qquad B=\frac{t(p-q)E}{2p}.
\]

At the front face, \(1+r=A+B\) and \(q(1-r)=p(A-B)\). Multiplying the first by \(q\) and adding the second eliminates \(r\):

\[
2q=(p+q)A-(p-q)B .
\]

Inserting \(A\) and \(B\) yields

\[
t=\frac{4pqE}{(p+q)^2-(p-q)^2E^2}. \tag{1}
\]

In the quasi-static limit \(K\to0\), both decay constants equal \(k\). Then \(q=k\), \(p=k/\varepsilon\), and multiplying numerator and denominator by \(\varepsilon^2/k^2\) gives

\[
t=\frac{4\varepsilon e^{-kd}}{(\varepsilon+1)^2-(\varepsilon-1)^2e^{-2kd}} .
\]

The two outer gaps contribute \(e^{-k(a+b)}=e^{-kd}\), so \(T=te^{-kd}\). Divide numerator and denominator by \(4\varepsilon e^{-2kd}\) and use \((\varepsilon-1)^2=(\varepsilon+1)^2-4\varepsilon\):

\[
T=\frac1{1+g\,(e^{2kd}-1)},\qquad g=\frac{(\varepsilon+1)^2}{4\varepsilon}. \tag{2}
\]

All departure from perfect imaging sits in \(g\), and its effect is multiplied by an exponential in \(k\). That exponential is the origin of the logarithm.

Let \(w=e^{2kd}-1\) and \(\theta=\arg g\). The condition \(|1+gw|=2\) becomes

\[
|g|^2w^2+2|g|w\cos\theta-3=0 .
\]

The product of the roots is negative, so one root is positive:

\[
w_c=\frac{\sqrt{3+\cos^2\theta}-\cos\theta}{|g|},\qquad
k_c=\frac1{2d}\ln(1+w_c). \tag{3}
\]

Thus the quasi-static cutoff is unique for any \(\varepsilon\) with \(g\ne0\).

For the matched film \(\varepsilon=-1+i\delta\), and

\[
g=\frac{\delta^2}{4(1-i\delta)},\qquad
|g|=\frac{\delta^2}{4\sqrt{1+\delta^2}},\qquad
\cos\theta=\frac1{\sqrt{1+\delta^2}} .
\]

Since \(3+\cos^2\theta=(4+3\delta^2)/(1+\delta^2)\), equation (3) gives

\[
e^{2k_cd}=1+\frac4{\delta^2}\left(\sqrt{4+3\delta^2}-1\right).
\]

For small \(\delta\) the square root is \(2+3\delta^2/4+\dots\). The right side becomes \((4/\delta^2)(1+\delta^2+\dots)\), and therefore

\[
k_cd=\ln\frac2\delta+\frac{\delta^2}2+\dots \tag{4}
\]

## Second derivation: two coupled surface resonances

The same law follows from the charges induced on the two faces. Let the incident potential be \(e^{-kz}\) in the quasi-static limit. A charge sheet at \(z_0\) produces a potential proportional to \(e^{-k|z-z_0|}\), so write

\[
\phi=e^{-kz}+u_1e^{-k|z|}+u_2e^{-k|z-d|}.
\]

This form is continuous, and its two induced terms decay away from the film. The two amplitudes are fixed by continuity of the normal displacement at each face. With \(e=e^{-kd}\), and a common factor \(k\) removed,

\[
-1+u_1+eu_2=\varepsilon(-1-u_1+eu_2),
\]
\[
\varepsilon(-e-eu_1+u_2)=-e-eu_1-u_2 .
\]

Collecting terms,

\[
(\varepsilon+1)u_1-(\varepsilon-1)e\,u_2=-(\varepsilon-1),
\]
\[
-(\varepsilon-1)e\,u_1+(\varepsilon+1)u_2=(\varepsilon-1)e . \tag{5}
\]

Each face alone resonates at \(\varepsilon=-1\); the terms containing \(e\) couple them. The sum and difference \(u_\pm=u_1\pm u_2\) decouple:

\[
\left[(\varepsilon+1)\mp(\varepsilon-1)e\right]u_\pm=-(\varepsilon-1)(1\mp e).
\]

Behind the film the potential is \(e^{-kz}(1+u_1+u_2/e)\). The source-to-image distance is \(2d\), so \(T=e^2(1+u_1)+eu_2\). The second of equations (5) gives \(e(1+u_1)=(\varepsilon+1)u_2/(\varepsilon-1)\), hence

\[
T=eu_2\left(\frac{\varepsilon+1}{\varepsilon-1}+1\right)
=\frac{2\varepsilon e}{\varepsilon-1}\,u_2 .
\]

With \(u_2=(u_+-u_-)/2\),

\[
T=\varepsilon e\left[\frac{1+e}{(\varepsilon+1)+(\varepsilon-1)e}
-\frac{1-e}{(\varepsilon+1)-(\varepsilon-1)e}\right].
\]

Now set \(\varepsilon=-1+i\delta\) and keep leading order in \(\delta\) and \(e\), so that \(\varepsilon-1\simeq-2\):

\[
T\simeq-e\left[\frac1{i\delta-2e}-\frac1{i\delta+2e}\right]
=\frac{4e^2}{\delta^2+4e^2}. \tag{6}
\]

The two film resonances lie at \(\varepsilon\simeq-1\pm2e^{-kd}\). The film works at the midpoint between them, where their contributions add to one if there is no loss. Loss displaces \(\varepsilon\) from both by an imaginary amount \(\delta\). The transfer falls to one half when this broadening equals the coupling,

\[
\delta=2e^{-k_cd}\quad\Longrightarrow\quad k_c=\frac1d\ln\frac2\delta .
\]

The coupling between the faces dies exponentially with \(k\), so reducing the broadening by a given factor buys a fixed increment of \(k\).

## What the two derivations assume

Both use linear response, flat faces, equal media outside and a prescribed source. The first starts from the full field equations. It covers any complex \(\varepsilon\), and equation (1) retains retardation. The second is quasi-static from its first line, and its final step needs \(\delta\ll1\) and \(e^{-kd}\ll1\). In return it identifies the competing quantities: coupling and broadening. The potential and \(H\) have the same transfer here because the media outside are identical.

The half-amplitude criterion is a choice, corresponding to one quarter in intensity for a single component. If a process needs \(|T|=\tau\), equation (6) gives \(\delta^2e^{2kd}/4=1/\tau-1\), which adds \(\tfrac12\ln(1/\tau-1)\) to \(k_cd\). For \(\tau=0.1\) this is 1.10, independent of loss.

**Real mismatch.** Let \(\varepsilon=-1+\eta\) with real \(\eta\), \(0<|\eta|<1\), and no loss. Then \(g=-\eta^2/[4(1-\eta)]\), \(\cos\theta=-1\), and equation (3) gives

\[
k_cd=\frac12\ln\left[1+\frac{12(1-\eta)}{\eta^2}\right].
\]

This is finite: reducing the loss below \(|\eta|\) no longer brings logarithmic growth.

**Retardation.** Even at \(\varepsilon'=-\varepsilon_h\) the two decay constants differ. For \(k\gg K\) and \(\varepsilon\simeq-1\),

\[
\kappa_1\simeq k-\frac{K^2}{2k},\qquad \kappa_2\simeq k+\frac{K^2}{2k}.
\]

The combination that vanishes for a perfect lens is

\[
\varepsilon(p+q)=\kappa_2+\varepsilon\kappa_1\simeq ks,\qquad
s=\frac{K^2}{k^2}+i\delta .
\]

Retardation therefore acts as a real mismatch \(K^2/k^2\). To leading order \(pq\simeq-k^2\) and \((p-q)^2\simeq4k^2\). Multiplying (1) by \(e^{-\kappa_1d}\) and dividing through by the numerator gives

\[
T\simeq\frac1{e^{-K^2d/k}-\tfrac14s^2e^{2kd}} . \tag{7}
\]

For \(\delta=0\) and \(Kd\ll1\) the first exponential is close to one at the upper cutoff. There \(T=-1/2\), so \(s^2e^{2kd}/4=3\), or

\[
e^{k_cd}=\frac{2\sqrt3\,k_c^2}{K^2}, \tag{8}
\]

where the largest root is meant. When both are small, a mismatch \(\eta\) of the permittivity adds to this with its sign, so that \(s\simeq\eta+K^2/k^2+i\delta\). The logarithmic law is thus a fair guide while \(\delta\) exceeds \(|\eta+K^2/k_c^2|\).

**The mask.** Near cutoff the film reflects strongly. For small \(\delta\) and \(e\), equations (5) give a reflected potential \(r_\phi=u_1+eu_2\simeq-2i\delta/(\delta^2+4e^2)\), of magnitude \(1/\delta\) at \(2e=\delta\). Suppose the source is a perfectly conducting mask at \(a=d/2\) that fixes the total tangential field. The incident amplitude is then divided by \(1+r_\phi e^{-kd}\). With \(u=\delta^2e^{2kd}/4\), one has \(r_\phi e^{-kd}=-i\sqrt u/(1+u)\), and

\[
T_{\rm mask}=\frac{1/(1+u)}{1-i\sqrt u/(1+u)}=\frac1{1+u-i\sqrt u}.
\]

Half amplitude requires \((1+u)^2+u=4\), so \(u=(\sqrt{21}-3)/2\simeq0.79\). The cutoff shifts by \(\tfrac12\ln(0.79)/d\simeq-0.12/d\). For this mask position the back-action changes the additive constant and leaves the logarithm intact. A mask closer to the film also lowers the slope. In contact, \(a=0\), the incident amplitude is divided by \(1+r_\phi\), and for small \(\delta\) this gives \(T_{\rm mask}\simeq4e^2/(4e^2-2i\delta)\). Half amplitude then requires \(e^2=\delta/(2\sqrt3)\), so \(k_c\simeq(1/2d)\ln(2\sqrt3/\delta)\): each tenfold cut in loss gains only half as much. These mask results are quasi-static. For the matched 30 nm film treated below, retardation keeps the transfer from a mask in contact under one half at every \(k>K\).

## From cutoff to a printed line

Equation (6) can be written as \(T\simeq1/[1+e^{2d(k-k_c)}]\), a step at \(k_c\) with width of order \(1/(2d)\). For a line source with a flat spectrum, the image is

\[
h(x)=\frac1\pi\int_0^\infty T\cos kx\,dk
=\frac1{\pi x}\int_0^\infty\left(-\frac{dT}{dk}\right)\sin kx\,dk ,
\]

after integration by parts, whose end terms vanish. Here \(-dT/dk=(d/2)\,\mathrm{sech}^2[d(k-k_c)]\). Extending the lower limit to \(-\infty\) costs terms of order \(e^{-2k_cd}=\delta^2/4\). Because the peak is even about \(k_c\), what remains is \(\sin k_cx\) times

\[
I=\frac12\int_{-\infty}^{\infty}\mathrm{sech}^2v\;e^{i\alpha v}\,dv,
\qquad \alpha=\frac xd .
\]

Moving the contour up by \(i\pi\) multiplies the integrand by \(e^{-\pi\alpha}\) and encloses the double pole at \(v=i\pi/2\). Near it \(\mathrm{sech}^2v\simeq-1/(v-i\pi/2)^2\), so the residue is \(-\tfrac12i\alpha e^{-\pi\alpha/2}\). Hence, for \(\alpha>0\),

\[
I(1-e^{-\pi\alpha})=\pi\alpha e^{-\pi\alpha/2},\qquad
I=\frac{\pi\alpha/2}{\sinh(\pi\alpha/2)},
\]

and the image is

\[
h(x)=\frac{\sin k_cx}{2d\,\sinh(\pi x/2d)} .
\]

Its first zero is at \(\pi/k_c\), the half-pitch at cutoff.

## A 30 nm film at 365 nm

Take \(\varepsilon_h=2.4\) and a film permittivity of \(-2.4+0.3i\). Then \(\delta=0.3/2.4=0.125\), and

\[
k_c=\frac{\ln16}{30\ \text{nm}}=\frac{2.773}{30\ \text{nm}}=0.0924\ \text{nm}^{-1},
\qquad \frac{2\pi}{k_c}=68\ \text{nm}.
\]

The half-pitch is 34 nm. The correction \(\delta^2/2=0.008\) in equation (4) raises \(k_c\) to \(0.0927\ \text{nm}^{-1}\), the value obtained from the interface equations. If the film were replaced by host material, the amplitude reaching the image plane at this \(k\) would be 0.005 with retardation included, instead of about one half. In the quasi-static limit the line image has a full width at half maximum of 27 nm in \(|E_x|^2\), from both the formula and direct quadrature. A resist that responds to the full \(|\mathbf E|^2\) records a wider line: for a sharp cutoff at \(k_c\), including \(E_z\) doubles the width. For the same reason, a grating near cutoff prints its period in such a resist only through interference with the uniform field that the mask also transmits. The two orders \(\pm k\) alone give \(E_x\) and \(E_z\) of nearly equal size, one varying as a cosine and the other as a sine, so their total intensity is almost uniform.

At fixed thickness, each tenfold cut in loss adds \(\ln10/d=0.077\ \text{nm}^{-1}\). Doubling \(k_c\) requires \(\ln(2/\delta')=2\ln(2/\delta)\), hence \(\delta'=\delta^2/2\). The loss must fall from 0.3 to \(2.4\times0.125^2/2=0.019\), a factor of 16.

Retardation prevents the matched film from reaching that doubled cutoff of \(0.185\ \text{nm}^{-1}\). With \(K=0.0267\ \text{nm}^{-1}\), the effective mismatch at the original cutoff is \((0.0267/0.0924)^2=0.083\), already comparable with \(\delta\). The cutoffs at fixed thickness and wavelength are:

| \(\varepsilon''\) | quasi-static (nm⁻¹) | retarded (nm⁻¹) |
|---|---|---|
| 0.3 | 0.093 | 0.096 |
| 0.1 | 0.129 | 0.128 |
| 0.03 | 0.169 | 0.152 |
| 0.01 | 0.206 | 0.159 |
| 0.001 | 0.283 | 0.160 |

The last tenfold reduction raises the retarded cutoff by less than 1%. The lossless ceiling is \(0.160\ \text{nm}^{-1}\), a period of 39 nm. Equation (8) gives \(0.161\ \text{nm}^{-1}\), although \(Kd=0.80\) is not small. At low loss the retarded cutoff lies beyond a film resonance. For \(\varepsilon''=0.03\), \(|T|\) peaks at about 3 near \(0.109\ \text{nm}^{-1}\), and the phase of \(T\) at the cutoff is about \(120^\circ\), against \(40^\circ\) for \(\varepsilon''=0.3\). The finest periods then arrive largely inverted, so these cutoffs are not periods of a faithful image.

The close agreement in the first row does not make retardation negligible. At \(kd=1.5\) the retarded transfer is 2.4, against 0.93 in the quasi-static limit. Equation (7) accounts for most of this. There \(K^2/k^2=0.64/2.25=0.284\), so \(s=0.284+0.125i\), and the denominator is \(0.65-(0.33+0.36i)=0.32-0.36i\), giving \(|T|\simeq2.1\). Two effects combine. The real mismatch has moved the film towards one of its resonances, which by equation (7) lie at \(s=\pm2e^{-\kappa_2d}\). The faster decay inside the film, \(\kappa_2>k\), which contributes to the term 0.65, has also brought that resonance closer. Features somewhat coarser than the cutoff period are then overexposed relative to the finest ones, so the cutoff alone does not establish a faithful image.

## Silver in a resist

These parameters are rough typical values for silver beside a polymer resist at the 365 nm mercury line; the permittivity of a deposited film depends on its preparation. Exact matching is the first assumption a real film breaks. With retardation included, changing \(\varepsilon'\) to \(-2.2\) lowers the cutoff from 0.096 to \(0.087\ \text{nm}^{-1}\), while \(-2.6\) raises it to \(0.099\ \text{nm}^{-1}\). In the second case \(\eta=-0.083\) offsets the retardation mismatch near the cutoff, but not at every \(k\), since \(K^2/k^2\) varies. A small detuning of this sign can lift the ceiling of the matched film: for \(\varepsilon''=0.03\), \(\varepsilon'=-2.46\) gives a retarded cutoff of \(0.172\ \text{nm}^{-1}\), with \(|T|\) above one half from \(kd=1.5\) up to it. Electron collisions with the faces, estimated at a rate \(v_F/d\) with a rough Fermi velocity \(v_F=1.4\times10^6\) m/s and a free-electron plasma energy of 9 eV, add 0.06 to \(\varepsilon''\) and reduce the retarded cutoff to \(0.090\ \text{nm}^{-1}\). The rate is an order-of-magnitude estimate: its prefactor, taken as one here, depends on the faces and can be much smaller if they are smooth and reflect electrons specularly. With a prefactor of one this contribution exceeds the 0.03 of a tenfold cut; the Fuchs–Sondheimer value 3/8 for fully diffuse faces in a uniform field gives 0.024, slightly below it. The bulk sets a floor of its own: the room-temperature resistivity of pure silver, about 1.6 µΩ cm, with the same plasma energy gives \(\varepsilon''\simeq0.036\). Purer silver alone is therefore unlikely to deliver that cut. Combining retardation, this estimate of face collisions and the conducting mask at \(d/2\) gives \(0.083\ \text{nm}^{-1}\), or a period of 75 nm, about 11% above the simple result. The nonlocality parameter \(v_Fk_c/\omega\) is 0.025, and \(k_c\) times a 1 nm roughness is 0.09; the roughness figure indicates size only. Nonlocality acts as a real mismatch that grows with \(k\). A rough hydrodynamic model with no free current through the faces gives \(\eta\simeq-0.04\) at \(0.096\ \text{nm}^{-1}\) and \(-0.08\) at \(0.16\ \text{nm}^{-1}\), where \(K^2/k^2\) is only 0.03. It barely moves the cutoff at \(\varepsilon''=0.3\), but at \(\varepsilon''=0.001\) it lowers it from 0.160 to \(0.152\ \text{nm}^{-1}\). A resist of finite thickness on a different substrate also breaks the assumption of equal outer media, and its effect is not estimated here.

For a matched film with \(a+b=d\), lower loss raises the cutoff almost logarithmically while \(\varepsilon''/\varepsilon_h\) exceeds \(K^2/k_c^2\). Below that the gain fades gradually; in the example little is left once \(\varepsilon''\) has fallen to 0.01. From there, with the wavelength and host fixed, the ceiling of equation (8) is raised by a thinner film with correspondingly smaller gaps, or passed by a slight detuning of \(\varepsilon'\). This holds for a local permittivity. In thinner silver the face collisions grow as \(1/d\) and the nonlocal mismatch overtakes retardation: for 15 nm and \(\varepsilon''=0.001\) the hydrodynamic estimate gives \(0.24\ \text{nm}^{-1}\), against \(0.46\ \text{nm}^{-1}\) in the local model. The numerical output below gives the main values used here to further digits.

## Computed values

```
INPUTS (rough typical values)
film thickness d = 30 nm
vacuum wavelength = 365 nm
host permittivity = 2.40
silver permittivity = -2.40 + 0.30 i
relative loss delta = 0.1250
host wavenumber K = 0.02667 1/nm
QUASI-STATIC RESULT
k_c d from logarithm = 2.7726
k_c from logarithm = 0.09242 1/nm
k_c from interface equations = 0.09268 1/nm
period 2 pi/k_c (logarithm) = 68.0 nm
half-pitch (logarithm) = 34.0 nm
gain in k_c per decade of loss = 0.07675 1/nm
eps'' needed to double k_c = 0.01875
k_c solved at that eps'' = 0.18484 1/nm
amplitude at k_c, film replaced by host = 0.00495
line image FWHM of |Ex|^2, quadrature = 26.6 nm
line image FWHM of |Ex|^2, formula = 26.6 nm
RETARDATION
K^2/k_c^2 at the logarithmic cutoff = 0.0833
k_c with retardation = 0.09577 1/nm
period with retardation = 65.6 nm
k d | abs(T) quasi-static | abs(T) retarded
1.5 | 0.932 | 2.378
2.0 | 0.829 | 1.351
2.5 | 0.638 | 0.800
3.0 | 0.391 | 0.419
3.5 | 0.191 | 0.192
eps'' | k_c quasi-static | k_c retarded (1/nm)
0.300 | 0.09268 | 0.09577
0.100 | 0.12907 | 0.12777
0.030 | 0.16918 | 0.15239
0.010 | 0.20579 | 0.15915
0.003 | 0.24593 | 0.16017
0.001 | 0.28255 | 0.16027
lossless retarded ceiling = 0.16028 1/nm
ceiling from small-K estimate = 0.16147 1/nm
period at the ceiling = 39.2 nm
OTHER NEGLECTED EFFECTS (rough inputs)
retarded k_c, eps' = -2.2: 0.08713 1/nm
retarded k_c, eps' = -2.6: 0.09941 1/nm
Fermi velocity = 1.4e+06 m/s
free-electron plasma energy = 9.0 eV
added eps'' from face collisions = 0.0635
retarded k_c with it = 0.09005 1/nm
nonlocality v_F k_c/omega = 0.0251
k_c times 1 nm roughness = 0.0924
quasi-static k_c with mask = 0.08871 1/nm
k_c: retardation, faces, mask = 0.08325 1/nm
period for that k_c = 75.5 nm
```
